**Scallop depth from circular arcs and from an intact-film etch front**

The program tests the scallop depth $d=R-\sqrt{R^2-p^2/4}$ of a trench wall formed by discs of radius $R$ whose centres are spaced vertically by the pitch $p$. It builds the wall numerically as the outer boundary of many discs and asserts that the measured depth agrees with the formula for five ratios $p/R$ between 0.3 and 1.9. The tip angle, the sensitivities to $p$ and $R$, and the cycles designed for a 10 nm scallop are compared with the same numerical wall, and the shallow-scallop series is checked symbolically. For an isotropic etch behind an intact film, shortest paths around the previous scallop are found on a visibility graph and compared with the involute front and its depth $R(1-\sin 1)$. For $R=p=200$ nm the output gives 26.79 nm for circular arcs and 31.71 nm with the intact film. A trial extra floor advance of 50 nm per cycle at fixed $R$ raises the circular-arc depth to 43.88 nm, and a trial 10% reduction of both lengths lowers it to 24.12 nm.

## Program and output

```python
"""Scallop depth of a trench wall made by cyclic deep etching.

Result under test: discs of radius R with centres on a vertical line at
spacing p (p <= 2R) leave a wall with peak-to-valley depth
    d = R - sqrt(R^2 - p^2/4).
Also tested: if an intact film covers the previous scallop and each step is
a purely isotropic etch (p = R), the front above the floor level is an
involute and the depth becomes R (1 - sin 1).
Symbols: R arc radius, p pitch (floor advance per cycle), d scallop depth,
x distance into the solid from the mask edge. All lengths are in nm.
"""
import numpy as np
import sympy as sp
from scipy.sparse.csgraph import dijkstra


def scallop_depth(radius, pitch):
    return radius - np.sqrt(radius**2 - pitch**2 / 4)


def wall_position(height, radius, pitch):
    """Outer boundary of many discs, built directly from their union."""
    centres = pitch * np.arange(-6, 7)
    wall = np.zeros_like(height)
    for centre in centres:
        inside = np.maximum(radius**2 - (height - centre)**2, 0.0)
        wall = np.maximum(wall, np.sqrt(inside))
    return wall


def measured_depth(radius, pitch):
    height = np.linspace(-pitch, pitch, 200001)
    wall = wall_position(height, radius, pitch)
    return wall.max() - wall.min()


R = 200.0
p = 200.0
total_depth = 2000.0
target = 10.0
extra_advance = 50.0
supply_loss = 0.10

# Depth formula against the numerically built wall, for several pitches
for ratio in (0.3, 0.7, 1.0, 1.5, 1.9):
    assert abs(measured_depth(R, ratio * R) - scallop_depth(R, ratio * R)) < 0.01
d = scallop_depth(R, p)
cusp_x = np.sqrt(R**2 - p**2 / 4)

# Shallow-scallop series, checked symbolically
q, radius_symbol = sp.symbols("q radius", positive=True)
exact_expression = radius_symbol - sp.sqrt(radius_symbol**2 - q**2 / 4)
series = sp.series(exact_expression, q, 0, 6).removeO()
two_terms = q**2 / (8 * radius_symbol) + q**4 / (128 * radius_symbol**3)
assert sp.simplify(series - two_terms) == 0
shallow_one = p**2 / (8 * R)
shallow_two = shallow_one + p**4 / (128 * R**3)

# Angle of the solid tip, from finite-difference slopes on both sides
step = 1e-3
near = wall_position(np.array([p/2 - step, p/2, p/2 + step]), R, p)
slope_below = (near[0] - near[1]) / step
slope_above = (near[2] - near[1]) / step
numeric_angle = 180 - np.degrees(np.arctan(slope_below) + np.arctan(slope_above))
tip_angle = 180 - 2 * np.degrees(np.arcsin(p / (2 * R)))
assert abs(numeric_angle - tip_angle) < 0.01

# Sensitivities against differences of the measured depth
sens_pitch = p / (4 * cusp_x)
sens_radius = 1 - R / cusp_x
change = 2.0
num_pitch = (measured_depth(R, p + change) - measured_depth(R, p - change)) / (2 * change)
num_radius = (measured_depth(R + change, p) - measured_depth(R - change, p)) / (2 * change)
assert abs(num_pitch - sens_pitch) < 2e-3
assert abs(num_radius - sens_radius) < 2e-3

# Inverse design, checked on the numerically built wall
pitch_fixed_R = 2 * np.sqrt(2 * R * target - target**2)
step_isotropic = target / (1 - np.sqrt(3) / 2)
assert abs(measured_depth(R, pitch_fixed_R) - target) < 0.01
assert abs(measured_depth(step_isotropic, step_isotropic) - target) < 0.01
cycles_now = int(np.ceil(total_depth / p - 1e-9))
cycles_fixed_R = int(np.ceil(total_depth / pitch_fixed_R))
cycles_isotropic = int(np.ceil(total_depth / step_isotropic))

# Shortest paths in the solid around the previous, film-covered scallop.
# Origin: centre of the previous disc. The opened floor edge is its lowest point.
wall_angle = np.linspace(0.0, 1.4, 281)
spacing = wall_angle[1] - wall_angle[0]
node_radius = R / np.cos(spacing / 2)   # neighbouring chords just touch the disc
wall_nodes = node_radius * np.column_stack((np.sin(wall_angle), -np.cos(wall_angle)))
phi = np.linspace(0.1, 0.9, 9)
involute = R * np.column_stack((np.sin(phi) + (1 - phi) * np.cos(phi),
                                -np.cos(phi) + (1 - phi) * np.sin(phi)))
down = np.radians([10.0, 40.0, 80.0])
lower_arc = np.column_stack((R * np.cos(down), -R - R * np.sin(down)))
points = np.vstack((wall_nodes, involute, lower_arc))
delta = points[None, :, :] - points[:, None, :]
length = np.sqrt((delta**2).sum(axis=2))
safe_square = np.where(length > 0, length**2, 1.0)
fraction = np.clip(-(points[:, None, :] * delta).sum(axis=2) / safe_square, 0, 1)
closest = points[:, None, :] + fraction[:, :, None] * delta
clear = np.sqrt((closest**2).sum(axis=2)) >= R * (1 - 1e-9)
graph = np.where(clear, length, 0.0)    # zero means no direct path
path = dijkstra(graph, directed=False, indices=0)
n_wall = len(wall_nodes)
n_inv = len(involute)
assert np.max(np.abs(path[n_wall:n_wall + n_inv] - R)) < 0.02
assert np.max(np.abs(path[n_wall + n_inv:] - R)) < 0.02
film_cusp_angle = np.interp(R, path[:n_wall], wall_angle)
film_depth_numeric = R - R * np.sin(film_cusp_angle)
film_depth = R * (1 - np.sin(1.0))
assert abs(film_depth_numeric - film_depth) < 0.02
assert np.all(involute[:, 0] < R)       # the valley stays at x = R
path_to_circle_cusp = np.interp(np.arcsin(cusp_x / R), wall_angle, path[:n_wall])
assert path_to_circle_cusp > R + 1.0    # not reached within one etch step
assert abs(path_to_circle_cusp - np.pi * R / 3) < 0.02

# Other neglected effects, as trial changes
ion_depth = scallop_depth(R, p + extra_advance)
loss_depth = scallop_depth(R * (1 - supply_loss), p * (1 - supply_loss))
assert abs(measured_depth(R, p + extra_advance) - ion_depth) < 0.01
assert abs(measured_depth(R * (1 - supply_loss), p * (1 - supply_loss))
           - d * (1 - supply_loss)) < 0.01

print(f"arc radius R: {R:.0f} nm")
print(f"pitch p: {p:.0f} nm")
print(f"total trench depth: {total_depth:.0f} nm")
print(f"cycles needed: {cycles_now}")
print(f"valley position x: {R:.1f} nm")
print(f"cusp position x: {cusp_x:.2f} nm")
print(f"scallop depth, formula: {d:.2f} nm")
print(f"scallop depth, numerical wall: {measured_depth(R, p):.2f} nm")
print(f"shallow estimate, one term: {shallow_one:.2f} nm")
print(f"shallow estimate, two terms: {shallow_two:.2f} nm")
print(f"one-term estimate too small by: {100 * (1 - shallow_one / d):.1f} %")
print(f"angle of solid tip: {tip_angle:.1f} degrees")
print(f"change of d per nm of pitch: {sens_pitch:.3f} nm/nm")
print(f"change of d per nm of radius: {sens_radius:.3f} nm/nm")
print(f"target scallop depth: {target:.0f} nm")
print(f"pitch for target at fixed R: {pitch_fixed_R:.1f} nm")
print(f"cycles for target at fixed R: {cycles_fixed_R}")
print(f"p = R for target, isotropic steps: {step_isotropic:.1f} nm")
print(f"cycles for target, isotropic steps: {cycles_isotropic}")
print(f"intact film, cusp angle from paths: {film_cusp_angle:.4f} rad")
print(f"intact film, cusp position x: {R * np.sin(1.0):.2f} nm")
print(f"intact film, depth from formula: {film_depth:.2f} nm")
print(f"intact film, depth from paths: {film_depth_numeric:.2f} nm")
print(f"intact film, change of depth: {100 * (film_depth / d - 1):+.1f} %")
print(f"path in solid to circular-model cusp: {path_to_circle_cusp:.1f} nm")
print(f"trial extra floor advance: {extra_advance:.0f} nm per cycle")
print(f"depth with extra floor advance: {ion_depth:.2f} nm")
print(f"change with extra floor advance: {100 * (ion_depth / d - 1):+.1f} %")
print(f"trial loss of radical supply: {100 * supply_loss:.0f} %")
print(f"depth with loss of supply: {loss_depth:.2f} nm")
print(f"change with loss of supply: {100 * (loss_depth / d - 1):+.1f} %")
print("verified")
```

Printed output:

```
arc radius R: 200 nm
pitch p: 200 nm
total trench depth: 2000 nm
cycles needed: 10
valley position x: 200.0 nm
cusp position x: 173.21 nm
scallop depth, formula: 26.79 nm
scallop depth, numerical wall: 26.79 nm
shallow estimate, one term: 25.00 nm
shallow estimate, two terms: 26.56 nm
one-term estimate too small by: 6.7 %
angle of solid tip: 120.0 degrees
change of d per nm of pitch: 0.289 nm/nm
change of d per nm of radius: -0.155 nm/nm
target scallop depth: 10 nm
pitch for target at fixed R: 124.9 nm
cycles for target at fixed R: 17
p = R for target, isotropic steps: 74.6 nm
cycles for target, isotropic steps: 27
intact film, cusp angle from paths: 1.0000 rad
intact film, cusp position x: 168.29 nm
intact film, depth from formula: 31.71 nm
intact film, depth from paths: 31.71 nm
intact film, change of depth: +18.3 %
path in solid to circular-model cusp: 209.4 nm
trial extra floor advance: 50 nm per cycle
depth with extra floor advance: 43.88 nm
change with extra floor advance: +63.7 %
trial loss of radical supply: 10 %
depth with loss of supply: 24.12 nm
change with loss of supply: -10.0 %
verified
```
